# The Z-Vector Interchange and Its Residual Error, with MP2 for LiH: a numerical check

```python
"""
Result under test (Z-vector interchange): with A U_x = B_x for each perturbation x,
    L.U_x = z.B_x   where   A^T z = L   (one adjoint solve for all x),
and an approximate z with residual r = L - A^T z gives the property error r.U_x.

Symbols: L = dE/dkappa, A = dg/dkappa, B_x = -dg/dlambda_x, g = 0 fixes kappa.
Application: closed-shell MP2 energy of LiH, kappa = occupied-virtual rotations,
g = occupied-virtual Fock elements, perturbations h -> h + lambda V.
Arrays: t, u = MP2 amplitudes and 2t - t(exchanged), P = unrelaxed correlation density.
Atomic units are used throughout.
"""
import numpy as np
from scipy.linalg import expm
from scipy import constants as const
from pyscf import gto, scf, mp

rng = np.random.default_rng(7)

# ---------- small nonlinear model with a nonsymmetric Jacobian ----------
def model_jacobian(t, lam):
    return np.array([[2 + t[1], t[0]], [-t[0] + 0.3 * lam, 1.0]])

def model_solve(lam):
    t = np.array([0.5, 0.0])
    for _ in range(30):
        g = np.array([2 * t[0] + t[0] * t[1] - 1 - lam,
                      t[1] - 0.5 * t[0]**2 + 0.3 * lam * t[0] + 0.2])
        t = t - np.linalg.solve(model_jacobian(t, lam), g)
    return t

def model_energy(lam):
    t = model_solve(lam)
    return t[0]**2 + t[0] * t[1] + lam * t[1]

t0 = model_solve(0.0)
jac0 = model_jacobian(t0, 0.0)
model_L = np.array([2 * t0[0] + t0[1], t0[0]])
model_B = np.array([1.0, -0.3 * t0[0]])
model_adjoint = t0[1] + np.linalg.solve(jac0.T, model_L) @ model_B
model_wrong = t0[1] + np.linalg.solve(jac0, model_L) @ model_B
step = 1e-4
model_fd = (model_energy(step) - model_energy(-step)) / (2 * step)
assert abs(model_adjoint - model_fd) < 1e-6
assert abs(model_wrong - model_fd) > 1e-2

# ---------- LiH reference calculation ----------
bond = 3.0
mol = gto.M(atom=[["Li", (0, 0, 0)], ["H", (0, 0, bond)]], unit="Bohr",
            basis="cc-pvdz", verbose=0)
S = mol.intor("int1e_ovlp")
h_core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
eri = mol.intor("int2e")

def run_scf(h, dm=None):
    mf = scf.RHF(mol)
    mf.get_hcore = lambda *args: h
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-12, 1e-9, 100
    mf.kernel(dm)
    assert mf.converged
    return mf

ref = run_scf(h_core)
dm_ref = ref.make_rdm1()
e_corr_ref = mp.MP2(ref).kernel()[0]
C, eps = ref.mo_coeff, ref.mo_energy
n_orb, n_occ = C.shape[1], mol.nelectron // 2
n_vir = n_orb - n_occ
o, v = slice(0, n_occ), slice(n_occ, n_orb)
m = np.einsum("pqrs,pi,qj,rk,sl->ijkl", eri, C, C, C, C, optimize=True)

# ---------- MP2 amplitudes, density, right-hand side, response matrix ----------
gap = eps[v][:, None] - eps[o][None, :]
denom = gap.T[:, None, :, None] + gap.T[None, :, None, :]
t = -m[o, v, o, v].transpose(0, 2, 1, 3) / denom
u = 2 * t - t.transpose(0, 1, 3, 2)
P = np.zeros((n_orb, n_orb))
P[v, v] = 2 * np.einsum("ijab,ijcb->ac", u, t)
P[o, o] = -2 * np.einsum("ijab,kjab->ik", u, t)
L = (4 * np.einsum("pq,pqai->ai", P, m[:, :, v, o])
     - 2 * np.einsum("pq,paqi->ai", P, m[:, v, :, o])
     + 4 * np.einsum("ikbc,abkc->ai", u, m[v, v, o, v])
     - 4 * np.einsum("jkac,jikc->ai", u, m[o, o, o, v])).ravel()
n_par = n_vir * n_occ
A = (4 * m[v, o, v, o] - m[v, v, o, o].transpose(0, 2, 1, 3)
     - m[v, o, v, o].transpose(0, 3, 2, 1)).reshape(n_par, n_par)
A = A + np.diag(gap.ravel())

# ---------- Hylleraas functional for arbitrary orbitals and amplitudes ----------
def hylleraas(orb, amp):
    dm = 2 * orb[:, o] @ orb[:, o].T
    fock_ao = (h_core + np.einsum("pqrs,rs->pq", eri, dm)
               - 0.5 * np.einsum("prqs,rs->pq", eri, dm))
    fock = orb.T @ fock_ao @ orb
    ovov = np.einsum("pqrs,pi,qa,rj,sb->iajb", eri, orb[:, o], orb[:, v],
                     orb[:, o], orb[:, v], optimize=True)
    w = 2 * amp - amp.transpose(0, 1, 3, 2)
    f_amp = (np.einsum("ac,ijcb->ijab", fock[v, v], amp)
             - np.einsum("ik,kjab->ijab", fock[o, o], amp))
    return 2 * np.einsum("ijab,iajb->", w, ovov) + 2 * np.sum(w * f_amp)

assert abs(hylleraas(C, t) - e_corr_ref) < 1e-8
d_amp = rng.normal(size=t.shape)
d_amp = d_amp + d_amp.transpose(1, 0, 3, 2)
d_amp /= np.linalg.norm(d_amp)
slope_t = (hylleraas(C, t + 1e-3 * d_amp) - hylleraas(C, t - 1e-3 * d_amp)) / 2e-3
assert abs(slope_t) < 1e-7

L_fd = np.zeros((n_vir, n_occ))
for a in range(n_vir):
    for i in range(n_occ):
        K = np.zeros((n_orb, n_orb))
        K[n_occ + a, i], K[i, n_occ + a] = 1e-4, -1e-4
        L_fd[a, i] = (hylleraas(C @ expm(K), t) - hylleraas(C @ expm(-K), t)) / 2e-4
dev_L = np.max(np.abs(L_fd.ravel() - L))
assert dev_L < 1e-6

# ---------- perturbations ----------
rr = mol.intor("int1e_rr")
ops = {"z": mol.intor("int1e_r")[2], "x^2": rr[0], "z^2": rr[8]}
for atom, name in enumerate(("1/r_Li", "1/r_H")):
    with mol.with_rinv_origin(mol.atom_coord(atom)):
        ops[name] = mol.intor("int1e_rinv")
ops["kinetic"] = mol.intor("int1e_kin")
units = {"z": "bohr", "x^2": "bohr^2", "z^2": "bohr^2", "1/r_Li": "1/bohr",
         "1/r_H": "1/bohr", "kinetic": "hartree"}

def conjugate_gradient(matrix, rhs, rel_tol=1e-10):
    """Gap-preconditioned CG; returns all iterates, one matrix product per step."""
    x, r = np.zeros_like(rhs), rhs.copy()
    y = r / gap.ravel()
    p, iterates = y.copy(), [x]
    while np.linalg.norm(r) > rel_tol * np.linalg.norm(rhs) and len(iterates) < 200:
        Ap = matrix @ p
        alpha = (r @ y) / (p @ Ap)
        x = x + alpha * p
        r_new = r - alpha * Ap
        y_new = r_new / gap.ravel()
        p = y_new + (r_new @ y_new) / (r @ y) * p
        r, y = r_new, y_new
        iterates.append(x)
    assert np.linalg.norm(rhs - matrix @ x) < 1e-8 * np.linalg.norm(rhs)
    return iterates

z_iter = conjugate_gradient(A.T, L)
z = z_iter[-1]
adjoint_products = len(z_iter) - 1

def stencil(f, s):
    return (8 * (f[1] - f[-1]) - (f[2] - f[-2])) / (12 * s)

forward_products, data = 0, {}
for name, V in ops.items():
    V_mo = C.T @ V @ C
    B = -V_mo[v, o].ravel()
    U_iter = conjugate_gradient(A, B)
    forward_products += len(U_iter) - 1
    U = U_iter[-1]
    hf = 2 * np.trace(V_mo[o, o])
    unrelaxed = np.sum(P * V_mo)
    s = 5e-3 / np.linalg.norm(V_mo, 2)
    energies, rotations = {}, {}
    for k in (-2, -1, 1, 2):
        mf = run_scf(h_core + k * s * V, dm_ref)
        energies[k] = mf.e_tot + mp.MP2(mf).kernel()[0]
        overlap = C.T @ S @ mf.mo_coeff[:, o]
        rotations[k] = (overlap[v] @ np.linalg.inv(overlap[o])).ravel()
    fd_total, U_fd = stencil(energies, s), stencil(rotations, s)
    data[name] = dict(B=B, U=U, U_iter=U_iter, hf=hf, unrel=unrelaxed,
                      relax=z @ B, fd=fd_total, U_fd=U_fd)
    assert abs(L @ U - z @ B) < 1e-7
    assert np.linalg.norm(U_fd - U) < 1e-4 * np.linalg.norm(U)
    assert abs(hf + unrelaxed + z @ B - fd_total) < 1e-5
    # actual error of every truncated adjoint solution against r.U, both from SCF runs
    for zk in z_iter:
        r = L - A.T @ zk
        actual = fd_total - (hf + unrelaxed + zk @ B)
        assert abs(actual - r @ U_fd) < 2e-5
        assert abs(r @ U) <= np.linalg.norm(r) * np.linalg.norm(U) * (1 + 1e-9)
assert 3 * adjoint_products < forward_products

# ---------- scaling of one-sided and two-sided estimates ----------
dz = data["z"]
B, U = dz["B"], dz["U"]
exact_relax = L @ np.linalg.solve(A, B)
dir_z, dir_U = rng.normal(size=n_par), rng.normal(size=n_par)
dir_z /= np.linalg.norm(dir_z)
dir_U /= np.linalg.norm(dir_U)
scaling = []
for size in (1e-1, 1e-2):
    z_a, U_a = z + size * dir_z, U + size * dir_U
    scaling.append((size, abs(exact_relax - z_a @ B), abs(exact_relax - L @ U_a),
                    abs(exact_relax - (L @ U_a + z_a @ (B - A @ U_a)))))
ratios = [scaling[0][c] / scaling[1][c] for c in (1, 2, 3)]
assert abs(ratios[0] - 10) < 0.01 and abs(ratios[1] - 10) < 0.01
assert abs(ratios[2] - 100) < 1

# ---------- output ----------
print("Model, nonsymmetric Jacobian: dE/dlambda (dimensionless)")
print(f"  finite difference {model_fd:.6f}, adjoint {model_adjoint:.6f}, "
      f"without transpose {model_wrong:.6f}")
print(f"LiH, bond {bond:.1f} bohr, all-electron MP2/cc-pVDZ")
print(f"  orbitals {n_orb}, occupied {n_occ}, virtual {n_vir}, rotations {n_par}")
print(f"  E_HF = {ref.e_tot:.6f} hartree, E_2 = {e_corr_ref:.6f} hartree")
print(f"  norm of L = {np.linalg.norm(L):.6f} hartree, norm of z = {np.linalg.norm(z):.6f}")
print(f"  largest |L - finite difference| = {dev_L:.1e} hartree")
eig = np.linalg.eigvalsh(A)
print(f"  eigenvalues of A: {eig[0]:.4f} to {eig[-1]:.4f} hartree")
print("Derivatives: HF, unrelaxed MP2 part, z.B, total, finite-difference total")
for name, d in data.items():
    total = d["hf"] + d["unrel"] + d["relax"]
    print(f"  {name:8s}{d['hf']:11.6f}{d['unrel']:11.6f}{d['relax']:11.6f}"
          f"{total:12.6f}{d['fd']:12.6f} {units[name]}")
print(f"Matrix products: {len(ops)} forward solves {forward_products}, "
      f"one adjoint solve {adjoint_products}")
print("Truncated adjoint solve, property <z>: step, |r| (hartree),")
print("  actual error (bohr), r.U (bohr), bound |r||U| (bohr)")
for k in range(0, min(len(z_iter), 9)):
    r = L - A.T @ z_iter[k]
    print(f"  {k:2d}  {np.linalg.norm(r):.3e}  {exact_relax - z_iter[k] @ B: .3e}"
          f"  {r @ dz['U_fd']: .3e}  {np.linalg.norm(r) * np.linalg.norm(U):.3e}")
k_show = min(3, len(z_iter) - 1)
r = L - A.T @ z_iter[k_show]
print(f"Same truncated z (step {k_show}): |U| (a.u.) and error for each property")
for name, d in data.items():
    print(f"  {name:8s}{np.linalg.norm(d['U']):10.4f}"
          f"  {d['relax'] - z_iter[k_show] @ d['B']: .3e} {units[name]}")
print("Vector error size; errors in <z> (bohr): adjoint, forward, two-sided")
for row in scaling:
    print(f"  {row[0]:.0e}  {row[1]:.3e}  {row[2]:.3e}  {row[3]:.3e}")
print(f"  error ratios: {ratios[0]:.2f}, {ratios[1]:.2f}, {ratios[2]:.2f}")
debye = 1e-21 / const.c
au_to_debye = const.e * const.physical_constants["Bohr radius"][0] / debye
mu_hf = bond - dz["hf"]
mu_un = mu_hf - dz["unrel"]
mu = mu_un - dz["relax"]
print(f"Dipole along z: HF {mu_hf:.6f}, unrelaxed {mu_un:.6f}, relaxed {mu:.6f} e*bohr")
print(f"  relaxed dipole = {mu * au_to_debye:.4f} debye")
print("all good")
```

It prints:

```
Model, nonsymmetric Jacobian: dE/dlambda (dimensionless)
  finite difference 0.459781, adjoint 0.459781, without transpose 0.146223
LiH, bond 3.0 bohr, all-electron MP2/cc-pVDZ
  orbitals 19, occupied 2, virtual 17, rotations 34
  E_HF = -7.983565 hartree, E_2 = -0.022830 hartree
  norm of L = 0.029862 hartree, norm of z = 0.051639
  largest |L - finite difference| = 3.8e-10 hartree
  eigenvalues of A: 0.1566 to 4.0690 hartree
Derivatives: HF, unrelaxed MP2 part, z.B, total, finite-difference total
  z          5.329359  -0.009547  -0.032106    5.287705    5.287706 bohr
  x^2        4.083216   0.034112   0.044744    4.162071    4.162071 bohr^2
  z^2       17.589969  -0.017894  -0.109085   17.462990   17.462990 bohr^2
  1/r_Li     6.075642  -0.000792   0.000080    6.074931    6.074931 1/bohr
  1/r_H      2.223618  -0.000504   0.006371    2.229486    2.229486 1/bohr
  kinetic    7.985275   0.013543   0.006479    8.005298    8.005298 hartree
Matrix products: 6 forward solves 60, one adjoint solve 10
Truncated adjoint solve, property <z>: step, |r| (hartree),
  actual error (bohr), r.U (bohr), bound |r||U| (bohr)
   0  2.986e-02  -3.211e-02  -3.211e-02  1.263e-01
   1  4.176e-03  -1.033e-02  -1.033e-02  1.766e-02
   2  9.283e-04  -7.268e-05  -7.268e-05  3.925e-03
   3  1.404e-04  -1.385e-05  -1.385e-05  5.937e-04
   4  9.075e-06  -7.766e-06  -7.766e-06  3.838e-05
   5  8.953e-07  -3.244e-07  -3.244e-07  3.786e-06
   6  4.957e-08  -4.888e-08  -4.888e-08  2.096e-07
   7  7.311e-09  -9.639e-10  -9.639e-10  3.091e-08
   8  2.231e-10   7.479e-11   7.479e-11  9.434e-10
Same truncated z (step 3): |U| (a.u.) and error for each property
  z           4.2286  -1.385e-05 bohr
  x^2         9.8432  -1.366e-04 bohr^2
  z^2        16.7042  -4.525e-05 bohr^2
  1/r_Li      0.2823  -3.512e-06 1/bohr
  1/r_H       0.8807  -1.468e-06 1/bohr
  kinetic     0.6493  -1.144e-05 hartree
Vector error size; errors in <z> (bohr): adjoint, forward, two-sided
  1e-01  1.777e-02  5.619e-04  4.745e-04
  1e-02  1.777e-03  5.619e-05  4.745e-06
  error ratios: 10.00, 10.00, 100.00
Dipole along z: HF -2.329359, unrelaxed -2.319812, relaxed -2.287705 e*bohr
  relaxed dipole = -5.8148 debye
all good
```
